# Polarizability of an Infinite Chain of Coupled Ising Dipoles

A porous low-k film that has lost part of its hydrophobic surface carries hydroxyl groups on its pore walls and takes up moisture. Polar groups that can reorient in a field raise the dielectric constant k. Isolated groups would each contribute a polarizability \(p^2/k_BT\), if they have two opposite orientations with dipole moment \(\pm p\). Where groups on a wall are close enough to act on one another, however, a row of them may respond much more strongly, or more weakly, than the same number of isolated groups. The simplest model of such a row can be solved in closed form.

## Model and theorem

Dipoles \(p s_i\), with \(s_i=\pm1\), sit in a row and all point along one common axis, which need not be the axis of the row. A uniform static field \(E\) acts along the dipole axis. The energy is

\[
U=-J\sum_i s_i s_{i+1}-pE\sum_i s_i ,
\]

with each bond counted once. Positive \(J\) favours parallel neighbours. \(E\) is the field acting on a dipole apart from the neighbour coupling already contained in \(J\); its relation to the macroscopic field is a separate matter, taken up below. The dipoles are classical and in equilibrium at \(T>0\). I write

\[
K=\frac{J}{k_BT},\qquad h=\frac{pE}{k_BT},\qquad t=\tanh K,\qquad M=\sum_i s_i .
\]

**Theorem.** For either sign of \(J\), the polarizability per dipole of the infinite chain, \(\alpha=d(p\langle s\rangle)/dE\) at \(E=0\), is

\[
\alpha=\frac{p^2}{k_BT}\,e^{2J/k_BT}.
\]

This is the orientational part; electronic polarizability is not included. The factor \(e^{2K}\) is called the enhancement below, although it is less than one when \(J<0\).

## Two lemmas and the proof

**Lemma 1.** For \(N\) dipoles at zero field, \(\alpha=(p^2/k_BT)\,\langle M^2\rangle/N\).

*Proof.* The partition function is \(Z=\sum_{\{s\}}e^{K\sum s_is_{i+1}+hM}\). Each derivative with respect to \(h\) brings down a factor \(M\), so

\[
\frac{\partial\ln Z}{\partial h}=\langle M\rangle,\qquad
\frac{\partial\langle M\rangle}{\partial h}=\langle M^2\rangle-\langle M\rangle^2 .
\]

The mean dipole is \(p\langle M\rangle/N\), and \(dh/dE=p/k_BT\). Hence \(\alpha=(p/N)(p/k_BT)\,\partial\langle M\rangle/\partial h\). At \(h=0\) reversing all dipoles leaves the energy unchanged and turns \(M\) into \(-M\), so \(\langle M\rangle=0\). ∎

**Lemma 2.** In an open chain at zero field, \(\langle s_is_{i+r}\rangle=t^r\).

*Proof.* Let \(b_i=s_is_{i+1}=\pm1\). The set \((s_1,b_1,\dots,b_{N-1})\) fixes every \(s_i\), and is fixed by them, so one may sum over it instead. The Boltzmann factor becomes the product \(\prod_i e^{Kb_i}\). The bond variables are therefore independent, each with mean

\[
\langle b_i\rangle=\frac{e^{K}-e^{-K}}{e^{K}+e^{-K}}=t .
\]

Because every \(s_j^2=1\), the product \(b_ib_{i+1}\cdots b_{i+r-1}\) reduces to \(s_is_{i+r}\). Its mean is the product of \(r\) equal means. ∎

*Proof of the theorem.* In an open chain there are \(N-r\) pairs at distance \(r\), and each occurs twice in \(M^2\). Therefore

\[
\frac{\langle M^2\rangle}{N}=1+\frac2N\,S,\qquad S=\sum_{r=1}^{N-1}(N-r)t^r .
\]

To find \(S\), write it as \(\sum_{m=1}^{N-1}\sum_{r=1}^{m}t^r\), in which \(t^r\) appears for \(m=r,\dots,N-1\), that is \(N-r\) times. The inner sum is \(t(1-t^m)/(1-t)\), so

\[
S=\frac{t}{1-t}\left[N-1-\frac{t-t^N}{1-t}\right]
=\frac{t}{1-t}\left[N-\frac{1-t^N}{1-t}\right].
\]

The last step uses \(1+(t-t^N)/(1-t)=(1-t^N)/(1-t)\). With \(1+2t/(1-t)=(1+t)/(1-t)\),

\[
\frac{\langle M^2\rangle}{N}=\frac{1+t}{1-t}-\frac{2t(1-t^N)}{N(1-t)^2}. \tag{1}
\]

At \(T>0\) we have \(|t|<1\), so the second term vanishes as \(1/N\). The first is

\[
\frac{1+t}{1-t}=\frac{\cosh K+\sinh K}{\cosh K-\sinh K}=\frac{e^{K}}{e^{-K}}=e^{2K}.
\]

Lemma 1 then gives the theorem. ∎

**Remark (meaning).** The enhancement is the sum of correlations of one dipole with itself and with all others. For \(J>0\) a dipole that turns tends to carry its neighbours with it. Since \(|t|^r=e^{-r/\xi}\), the correlations extend over \(\xi=-1/\ln|t|\) spacings. Equation (1) also shows what ends do: for \(J>0\) they lower the response, because dipoles near an end have fewer partners.

## The response at finite field

The proof took the slope at zero field first and the long chain second. The opposite order gives the same slope, and it also shows how far the linear law reaches.

**Proposition 1.** In the infinite chain at field \(h\),

\[
\langle s\rangle=\frac{\sinh h}{\sqrt{\sinh^2h+e^{-4K}}}. \tag{2}
\]

*Proof.* Close the chain into a ring and share each field term equally between the two adjoining bonds. Then \(Z=\mathrm{Tr}\,\mathbf T^N\), with

\[
\mathbf T=\begin{pmatrix}e^{K+h}&e^{-K}\\ e^{-K}&e^{K-h}\end{pmatrix}.
\]

Its trace is \(2e^K\cosh h\) and its determinant is \(e^{2K}-e^{-2K}\). The eigenvalues are half the trace plus or minus the root of (half the trace) squared minus the determinant:

\[
\lambda_\pm=e^K\cosh h\pm R,\qquad R=\sqrt{e^{2K}\sinh^2h+e^{-2K}} .
\]

Both \(\lambda_++\lambda_-\) and \(\lambda_+-\lambda_-\) are positive, so \(\lambda_+>|\lambda_-|\). With a prime for \(d/dh\),

\[
\langle s\rangle=\frac1N\frac{\partial\ln Z}{\partial h}
=\frac{\lambda_+^{N-1}\lambda_+'+\lambda_-^{N-1}\lambda_-'}{\lambda_+^N+\lambda_-^N}
\;\longrightarrow\;\frac{\lambda_+'}{\lambda_+}\quad(N\to\infty).
\]

The derivative is

\[
\lambda_+'=e^K\sinh h+\frac{e^{2K}\sinh h\cosh h}{R}
=\frac{e^K\sinh h}{R}\,\lambda_+ .
\]

Thus \(\langle s\rangle=e^K\sinh h/R\), and dividing numerator and denominator by \(e^K\) gives (2). ∎

For small \(h\), write (2) as \(e^{2K}\sinh h\,(1+e^{4K}\sinh^2h)^{-1/2}\) and insert \(\sinh h=h+h^3/6+\dots\). The numerator contributes \(+h^2/6\) and the root \(-e^{4K}h^2/2\), so

\[
\langle s\rangle=h\,e^{2K}\left[1-\frac{3e^{4K}-1}{6}\,h^2+\dots\right]. \tag{3}
\]

The slope is again \(e^{2K}\). For \(J>0\) the linear law needs \(h\,e^{2K}\ll1\), which is stricter than \(h\ll1\): the coupling that strengthens the response also makes it saturate at a lower field.

**Remark (limits).** For \(J=0\) the result is \(p^2/k_BT\), the response of free two-state dipoles. For \(|J|\ll k_BT\) it is \((p^2/k_BT)(1+2J/k_BT)\) to first order in \(J\), the 2 counting the neighbours. As \(T\to0\) with \(J>0\), \(\alpha\) diverges, and by (2) any fixed nonzero field aligns the chain fully. With \(J<0\), \(\alpha\) vanishes at both high and low temperature. Setting

\[
\frac{d\ln\alpha}{dT}=-\frac1T+\frac{2|J|}{k_BT^2}=0
\]

places its maximum at \(k_BT=2|J|\).

**Remark (mean field).** Replacing the two neighbours by their mean gives \(\langle s\rangle=\tanh(h+2K\langle s\rangle)\), whose slope at the origin is \(1/(1-2K)\). This agrees with \(e^{2K}\) to first order in \(K\) but diverges at \(K=1/2\), where the chain has no transition. Mean-field theory is therefore unusable for this chain once \(J\) approaches \(k_BT/2\).

## What sets the sign of J

Represent each dipole by charges \(\pm q\) a distance \(d\) apart, with \(p=qd\), and let the centres be a distance \(a\) apart. For parallel dipoles pointing along the row, the interaction energy is

\[
\frac{q^2}{4\pi\varepsilon_0}\left[\frac2a-\frac1{a+d}-\frac1{a-d}\right]
=-\frac{2q^2d^2}{4\pi\varepsilon_0\,a(a^2-d^2)}
\to-\frac{2p^2}{4\pi\varepsilon_0a^3}
\]

for \(d\ll a\). For parallel dipoles perpendicular to the row it is

\[
\frac{q^2}{4\pi\varepsilon_0}\left[\frac2a-\frac2{\sqrt{a^2+d^2}}\right]\to+\frac{p^2}{4\pi\varepsilon_0a^3}.
\]

Reversing one dipole changes the sign in both cases. Since a parallel pair has energy \(-J\),

\[
J_{\text{in line}}=\frac{2p^2}{4\pi\varepsilon_0a^3},\qquad
J_{\text{side by side}}=-\frac{p^2}{4\pi\varepsilon_0a^3}. \tag{4}
\]

Dipoles lying along the row help one another; dipoles standing upright on it hinder one another.

## How fast the chain responds

The theorem is a static result. A rate model is needed to say at what frequency it may be used.

**Proposition 2.** Let each dipole flip at the rate \(w_i=G/(1+e^{\Delta U_i/k_BT})\), where \(\Delta U_i\) is the energy cost of the flip. In a ring or an infinite chain, where every dipole has two neighbours, \(\langle M\rangle\) at zero field then decays as \(e^{-t'/\tau}\) in time \(t'\), with \(1/\tau=G(1-\tanh2K)\).

*Proof.* The ratio of the rates of a flip and its reverse is \(e^{-\Delta U_i/k_BT}\), so these rates preserve equilibrium. With \(n_i=s_{i-1}+s_{i+1}\), the cost is \(\Delta U_i=2Js_in_i\), and

\[
w_i=\frac{G}{1+e^{2Ks_in_i}}=\frac G2\left[1-\tanh(Ks_in_i)\right].
\]

Since \(s_in_i\) can be \(-2\), 0 or 2, \(\tanh(Ks_in_i)=\tfrac12s_in_i\tanh2K\) in each case. A flip changes \(s_i\) by \(-2s_i\). Using \(s_i^2=1\),

\[
\frac{d\langle s_i\rangle}{dt'}=-2\langle s_iw_i\rangle=-G\langle s_i\rangle+\frac G2\tanh2K\,\langle n_i\rangle .
\]

In the sum over \(i\) each dipole appears in two of the \(n_i\), which gives \(d\langle M\rangle/dt'=-G(1-\tanh2K)\langle M\rangle\). ∎

When a weak static field is removed, the mean dipole thus falls as \(\alpha E e^{-t'/\tau}\). In linear response this corresponds to a response function \((\alpha/\tau)e^{-t'/\tau}\), whose Fourier transform has the real part \(\alpha/(1+\omega^2\tau^2)\). The corner frequency is \(f_c=1/(2\pi\tau)\). Because

\[
1-\tanh2K=\frac{2}{e^{4K}+1},
\]

coupling with \(J>0\) slows the chain by the factor \((e^{4K}+1)/2\). This factor and the single exponential belong to the rate law assumed here. Other rates that preserve the same equilibrium, or an open chain, give a different slowing and more than one relaxation time.

## Example: hydroxyl groups in a porous low-k film

Take rough values for a damaged porous organosilicate film: \(p=1.5\) D, spacing 0.5 nm, \(T=300\) K, 0.2 dipoles per nm³ and a background \(k=2.5\). The coupling is set to \(J=0.020\) eV, an effective value close to the 0.022 eV that (4) gives for point dipoles in line in vacuum. With \(k_BT=0.02585\) eV,

\[
K=\frac{0.020}{0.02585}=0.774,\qquad e^{2K}=4.70,\qquad t=0.649,
\]

and the correlations extend over \(\xi=2.3\) spacings. Here \(2K=1.55\), beyond the point where mean-field theory diverges. A free dipole has \(p^2/k_BT=6.04\times10^{-39}\) C m²/V. In the chain this becomes

\[
\alpha=4.70\times6.04\times10^{-39}=2.84\times10^{-38}\ \text{C m}^2/\text{V},
\]

or, divided by \(4\pi\varepsilon_0\), a polarizability volume of 0.255 nm³ in place of 0.054 nm³.

If the dipole axis makes an angle \(\theta\) with the field, the aligning energy contains \(E\cos\theta\), and the induced dipole has a component \(\cos\theta\) along the field. The response carries \(\cos^2\theta\), whose average over random directions is \(\tfrac12\int_0^\pi\cos^2\theta\sin\theta\,d\theta=\tfrac13\). If the acting field equals the macroscopic field, a density \(n\) of dipoles raises k by

\[
\Delta k=\frac{n\alpha}{3\varepsilon_0}=\frac{4\pi}{3}\times0.2\times0.255=0.21 .
\]

Without coupling the same dipoles would give 0.05.

**Acting field.** In a Lorentz local field, \(E_{\text{loc}}=E+P/3\varepsilon_0\). Setting \(P=\varepsilon_0XE_{\text{loc}}\) gives \(k-1=X/(1-X/3)\), hence \((k-1)/(k+2)=X/3\), and the contributions to \(X\) add. The background supplies \(1.5/4.5=0.333\) and the chains \(0.214/3=0.071\), so

\[
k=\frac{1+2(0.405)}{1-0.405}=3.04 .
\]

The rise is then 0.54 instead of 0.21. Neither field is derived for a chain in a pore wall, and the difference gives only a rough idea of the uncertainty from this source.

**Range and screening of the coupling.** Point dipoles in line also couple beyond nearest neighbours, as \(J/r^3\) at \(r\) spacings. Keeping \(J=0.020\) eV and including 7 neighbours on each side raises the enhancement from 4.7 to 9.7; with 14 it is 10.4 and with 17 it is 10.5, so the sum has not fully settled; extrapolation puts the limit near 10.7. Screening acts the other way. Dividing the vacuum value of \(J\) by the background k leaves 0.0090 eV, with an enhancement of 2.0, or 2.6 with 14 neighbours. This is only a crude estimate, because a bulk dielectric constant need not describe the screening between groups 0.5 nm apart on a pore wall. For upright dipoles in vacuum, \(J=-0.011\) eV and the nearest-neighbour factor is 0.42.

**Chain length and field strength.** By (1), an open chain of ten dipoles has an enhancement of 3.66, which is 22 % below that of the infinite chain. One volt across 50 nm is 0.2 MV/cm. If this is the acting field and it lies along the dipole axis, as is assumed in this paragraph, \(h=0.024\) and the mean dipole is 0.6 % below its linear value \(he^{2K}\). At a stress field of 1 MV/cm, \(h=0.121\) and the loss is 13 %. The leading term in (3) would give \((3\times22.1-1)(0.121)^2/6=16\,\%\), so higher terms already matter there. A loss of 10 % is reached at 0.86 MV/cm. These losses refer to the mean dipole. A small-signal capacitance under bias sees the slope \(d\langle s\rangle/dh\), which falls faster: by 1.9 % at 0.2 MV/cm, by 10 % at 0.48 MV/cm and by 34 % at 1 MV/cm. All these figures are for nearest-neighbour coupling; with the \(J/r^3\) tail to 12 neighbours the mean dipole at 1 MV/cm is 39 % below linear.

**Temperature.** With \(p\) and \(J\) held fixed, the polarizability volume is 0.51 nm³ at −40 °C and 0.13 nm³ at 125 °C. Free dipoles would change only by the ratio of the temperatures, 1.7; the coupling makes the change a factor of 3.9. In a real film the moisture content would change as well.

**Tunnelling.** A tunnelling term of 1 meV between the two orientations, tried on a ring of eight dipoles, lowers the static \(\alpha\) by 0.085 %. The figure grows slowly with ring size (0.092 % for ten) towards about 0.1 %, which is negligible. This says nothing about how tunnelling would change the flip rate, which is taken below as purely thermal.

**Frequency.** Suppose a free dipole flips over a barrier of 0.20 eV with \(10^{12}\) attempts per second. Its flip rate is \(G/2\), so

\[
G=2\times10^{12}\,e^{-0.20/0.02585}=8.7\times10^{8}\ \text{s}^{-1}.
\]

Coupling slows the chain by \((22.1+1)/2=11.5\), which puts the corner at \(f_c=12\) MHz. A capacitance measurement at 1 MHz would then see nearly the full static response, while at 1 GHz about 0.01 % of it remains in the real part. The conclusion depends strongly on the barrier: at a fixed attempt rate, lowering it by \(k_BT\ln10=0.06\) eV raises the corner tenfold. It also depends on the rate law and on the range of the coupling. On a ring of ten, rates \((G/2)e^{-\Delta U_i/2k_BT}\) give a slowing of about 9 and leave 0.09 % at 1 GHz, while the \(J/r^3\) tail with the rates of Proposition 2 gives a slowing of about 30 and a corner near 5 MHz. The barrier and the attempt rate are both assumptions. An OH group in a twofold well 0.20 eV deep would librate at about \(10^{13}\) s⁻¹. In an isolated H₃SiOH molecule the torsion barrier is threefold and only about 0.01 eV (0.009 to 0.015 eV, depending on method and basis, at fixed geometry), which is below \(k_BT\). Two orientations with a barrier of 0.20 eV can therefore stand only for groups held by hydrogen bonds or crowding, not for freely turning silanols.

**The model beside real films.** A background k near 2.5 and a hydroxyl dipole of one to two debye are of the right order for porous organosilicates. The density of 0.2 per nm³ is an assumption standing for a badly damaged film; an intact hydrophobic film should have far fewer such groups, and with the acting field equal to the macroscopic one \(\Delta k\) falls in proportion. Real pore walls also depart from the model in geometry. Hydroxyl groups do not form straight, regular rows, and a group turning about its bond reverses only part of its dipole. If half of \(p\) reverses, \(\alpha\) drops to a quarter at fixed \(J\), and to 0.08 of its value if \(J\) also scales as \(p^2\), as in (4). The couplings tried above give enhancements from 0.42 to 10.4, which with the free-dipole value of 0.0455 means a \(\Delta k\) between 0.02 and 0.47 before any local-field correction. These are not bounds: the vacuum coupling of 0.0225 eV from (4), with 14 neighbours, gives an enhancement of 14.3 and \(\Delta k=0.65\). The figure of 0.21 is thus an estimate of order of magnitude for one assumed arrangement. The values used here are listed in the numerical output below.

## Calculated quantities

```
dipole p = 1.50 D = 5.0035e-30 C m
spacing = 0.50 nm
coupling J = 0.0200 eV
temperature = 300.0 K, kB T = 0.02585 eV
dipole density = 0.20 nm^-3
background k = 2.50
K = J/kBT = 0.7736
t = tanh K = 0.6490
correlation length = 2.313 spacings
enhancement exp(2K) = 4.699
free alpha = 6.0442e-39 C m^2/V
free alpha volume = 0.05432 nm^3
chain alpha = 2.8399e-38 C m^2/V
chain alpha volume = 0.2552 nm^3
rise in k, free dipoles = 0.0455
rise in k, chains = 0.2138
-- neglected effects --
rise in k with Lorentz field = 0.5387
point-dipole J in line, vacuum = 0.02247 eV
point-dipole J side by side = -0.01123 eV
enhancement, in line = 5.688
enhancement, side by side = 0.419
J in line / background k = 0.00899 eV
enhancement, that J = 2.004
enhancement, that J, 14 neighbours = 2.566
enhancement, J/r^3 to 7 neighbours = 9.682
enhancement, J/r^3 to 14 neighbours = 10.370
enhancement, open chain of 10 = 3.659
pE/kBT at 0.2 MV/cm = 0.0242
response/linear at 0.2 MV/cm = 0.9937
pE/kBT at 1.0 MV/cm = 0.1208
response/linear at 1.0 MV/cm = 0.8713
field for 10 % loss of response = 0.860 MV/cm
enhancement at 233.15 K = 7.322
alpha volume at 233.15 K = 0.5118 nm^3
enhancement at 398.15 K = 3.209
alpha volume at 398.15 K = 0.1313 nm^3
tunnelling term Gamma = 1.0 meV
alpha change by tunnelling = -0.085 %
flip barrier = 0.20 eV, attempts = 1.0e+12 s^-1
free relaxation rate G = 8.733e+08 s^-1
slowing by coupling = 11.54 times
corner frequency = 12.05 MHz
real part of alpha left at 1 GHz = 0.0145 %
```
